# G0W0 with RPA Screening as an Electron-Boson and Ring Coupled-Cluster Problem: verification in Python

```python
# Result under test: the G0W0 self-energy with full RPA screening is the
# equation-of-motion (EOM) problem of an electron-boson Hamiltonian
#   H = sum e_p {a+_p a_p} + b+ A b + (b+ B b+ + b B b)/2
#       + sum V_pq,m {a+_p a_q} (b_m + b+_m)
# in the operators a_p, a_i c+_n, a_a c_n, where c = X^T b - Y^T b+ are the
# Bogoliubov bosons. It is also the EOM problem of unitary ring coupled cluster.
# A = D + K, B = K: RPA matrices; t: ring amplitudes; Omega: RPA energies;
# {..}: normal order for the determinant; i occupied, a virtual, p, q, k any.
# Energies are in hartree unless a label says otherwise.
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm, solve_sylvester
from scipy.optimize import brentq
from pyscf import ao2mo, gto, scf


def solve_rpa(gaps, kernel):
    """Return Omega, X, Y for A = diag(gaps) + kernel and B = kernel."""
    root = np.sqrt(gaps)
    squares, vectors = np.linalg.eigh(
        np.diag(gaps**2) + 2 * root[:, None] * kernel * root[None, :])
    omega = np.sqrt(squares)
    plus = root[:, None] * vectors / np.sqrt(omega)
    minus = vectors / root[:, None] * np.sqrt(omega)
    return omega, (plus + minus) / 2, (plus - minus) / 2


def supermatrix(eps, nocc, left, right, boson):
    """EOM matrix in the basis a_p, then (k, n) electron-boson products."""
    n, m = len(eps), len(boson)
    top = np.concatenate([left[:, :nocc], right[:, nocc:]], axis=1)
    side = np.concatenate([right[:, :nocc], left[:, nocc:]], axis=1)
    full = np.zeros((n + n * m, n + n * m))
    full[:n, :n] = np.diag(eps)
    full[:n, n:] = top.reshape(n, n * m)
    full[n:, :n] = side.reshape(n, n * m).T
    for k in range(n):
        block = slice(n + k * m, n + (k + 1) * m)
        shift = -boson if k < nocc else boson.T
        full[block, block] = eps[k] * np.eye(m) + shift
    return full


def self_energy(freq, eps, nocc, left, right, boson):
    """Self-energy after elimination of the electron-boson products."""
    one = np.eye(len(boson))
    total = 0
    for k, e in enumerate(eps):
        if k < nocc:
            total = total + left[:, k] @ np.linalg.solve(
                (freq - e) * one + boson, right[:, k].T)
        else:
            total = total + right[:, k] @ np.linalg.solve(
                (freq - e) * one - boson.T, left[:, k].T)
    return total


def weighted_pole(matrix, orbital):
    """Eigenvalue of a symmetric matrix with most weight on one orbital."""
    values, vectors = np.linalg.eigh(matrix)
    best = np.argmax(vectors[orbital]**2)
    return values[best], vectors[orbital, best]**2


# ---------- Part 1: small model in explicit Fock space ----------
model_eps = np.array([-0.9, -0.5, 0.4])
model_occ = 2
factors = np.array([[[0.8, 0.2, 0.3], [0.2, 0.6, 0.5], [0.3, 0.5, 0.5]],
                    [[0.2, 0.3, -0.4], [0.3, -0.2, 0.2], [-0.4, 0.2, 0.3]]])
model_v = np.einsum('Ppq,Pm->pqm', factors, factors[:, :2, 2])
model_k = model_v[:2, 2, :]
model_gaps = model_eps[2] - model_eps[:2]
model_a = np.diag(model_gaps) + model_k
m_omega, m_x, m_y = solve_rpa(model_gaps, model_k)
m_w = model_v @ (m_x + m_y)

levels = 16
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
bosons = [np.kron(ladder, np.eye(levels)), np.kron(np.eye(levels), ladder)]
nbos = levels**2
lower, parity, two = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
fermions = [np.kron(np.kron(lower, two), two),
            np.kron(np.kron(parity, lower), two),
            np.kron(np.kron(parity, parity), lower)]
boson_h = sum(model_a[m, n] * bosons[m].T @ bosons[n]
              + 0.5 * model_k[m, n] * (bosons[m].T @ bosons[n].T
                                       + bosons[m] @ bosons[n])
              for m in range(2) for n in range(2))
displace = [b + b.T for b in bosons]


def fock_hamiltonian(h_boson, shifts, coupling, normal_order=True):
    number = sum(e * c.T @ c for e, c in zip(model_eps, fermions))
    total = (sparse.kron(number, sparse.eye(nbos))
             + sparse.kron(sparse.eye(8), h_boson))
    for m in range(2):
        density = sum(coupling[p, q, m] * fermions[p].T @ fermions[q]
                      for p in range(3) for q in range(3))
        if normal_order:
            density = density - np.trace(coupling[:2, :2, m]) * np.eye(8)
        total = total + sparse.kron(density, shifts[m])
    return total.tocsr()


def eom_from_commutators(operators, ham, state):
    """Expectation values of {[O_I,H],O_J+} and of {O_I,O_J+}."""
    size = len(operators)
    liouville, metric = np.zeros((size, size)), np.zeros((size, size))
    h_state, state_h = ham @ state, ham.T @ state
    for i, op_i in enumerate(operators):
        bra_i, ket_i = op_i.T @ state, op_i @ state
        for j, op_j in enumerate(operators):
            up_j, down_j = op_j.T @ state, op_j @ state
            metric[i, j] = bra_i @ up_j + down_j @ ket_i
            liouville[i, j] = (bra_i @ (ham @ up_j) - state_h @ (op_i @ up_j)
                               + down_j @ (op_i @ h_state)
                               - down_j @ (ham @ ket_i))
    return liouville, metric


def operator_basis(modes):
    basis = [sparse.kron(c, sparse.eye(nbos)).tocsr() for c in fermions]
    for k, c in enumerate(fermions):
        for mode in modes:
            basis.append(sparse.kron(c, mode.T if k < 2 else mode).tocsr())
    return basis


empty = np.zeros(8)
empty[0] = 1
determinant = fermions[0].T @ fermions[1].T @ empty
boson_levels, boson_states = eigh(boson_h, subset_by_index=[0, 0])
model_ec = 0.5 * (m_omega.sum() - np.trace(model_a))
assert abs(boson_levels[0] - model_ec) < 1e-8
dressed = [sum(m_x[m, n] * bosons[m] - m_y[m, n] * bosons[m].T
               for m in range(2)) for n in range(2)]
vacuum = np.kron(determinant, boson_states[:, 0])
ham = fock_hamiltonian(boson_h, displace, model_v)
dressed_ops = operator_basis(dressed)
found, metric = eom_from_commutators(dressed_ops, ham, vacuum)
gw_model = supermatrix(model_eps, 2, m_w, m_w, np.diag(m_omega))
err_commutator = np.abs(found - gw_model).max()
assert err_commutator < 1e-6
assert np.abs(metric - np.eye(9)).max() < 1e-6

# Without normal ordering a tadpole spoils the symmetry of the EOM matrix.
plain = fock_hamiltonian(boson_h, displace, model_v, normal_order=False)
found_plain, _ = eom_from_commutators(dressed_ops, plain, vacuum)
tadpole = np.einsum('kkn->n', m_w[:2, :2])
expected = gw_model.copy()
for k in range(3):
    for n in range(2):
        expected[3 + 2 * k + n, k] += (-1 if k < 2 else 1) * tadpole[n]
assert np.abs(found_plain - expected).max() < 1e-6
assert np.abs(tadpole).max() > 0.01

# Similarity transformation by exp(T), with the bare boson vacuum on both sides.
m_t = m_y @ np.linalg.inv(m_x)
cluster = 0.5 * sum(m_t[m, n] * bosons[m].T @ bosons[n].T
                    for m in range(2) for n in range(2))
forward, backward = expm(cluster), expm(-cluster)
ham_t = fock_hamiltonian(backward @ boson_h @ forward,
                         [backward @ q @ forward for q in displace], model_v)
bare_state = np.kron(determinant, np.eye(nbos)[0])
found_t, _ = eom_from_commutators(operator_basis(bosons), ham_t, bare_state)
t_model = supermatrix(model_eps, 2, model_v @ (np.eye(2) + m_t), model_v,
                      model_a + model_k @ m_t)
err_similarity = np.abs(found_t - t_model).max()
assert err_similarity < 1e-8

# Exact removal energy of the electron-boson Hamiltonian against G0W0.
electron_number = np.diag(sum(c.T @ c for c in fermions)).round().astype(int)


def exact_pole(strength):
    h = fock_hamiltonian(boson_h, displace, strength * model_v)
    ground = []
    for count in (2, 1):
        index = np.flatnonzero(np.repeat(electron_number == count, nbos))
        ground.append(eigh(h[index][:, index].toarray(), eigvals_only=True,
                           subset_by_index=[0, 0])[0])
    return ground[0] - ground[1]


def gw_pole(strength):
    w = strength * m_w
    return weighted_pole(supermatrix(model_eps, 2, w, w, np.diag(m_omega)), 1)[0]


pole_gap = {s: exact_pole(s) - gw_pole(s) for s in (1.0, 0.25, 0.125)}
gap_ratio = pole_gap[0.25] / pole_gap[0.125]
assert 14 < gap_ratio < 18

# ---------- Part 2: water molecule ----------
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
mol = gto.M(atom=[['O', (0, 0, 0)],
                  ['H', (0, bond * np.sin(half), bond * np.cos(half))],
                  ['H', (0, -bond * np.sin(half), bond * np.cos(half))]],
            basis='6-31g*', unit='Angstrom', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
eps, norb, nocc = mf.mo_energy, len(mf.mo_energy), mol.nelectron // 2
homo = nocc - 1
eri = ao2mo.kernel(mol, mf.mo_coeff, compact=False).reshape((norb,) * 4)
npair = nocc * (norb - nocc)
bare_v = np.sqrt(2) * eri[:, :, :nocc, nocc:].reshape(norb, norb, npair)
kernel = 2 * eri[:nocc, nocc:, :nocc, nocc:].reshape(npair, npair)
gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
a_mat, one = np.diag(gaps) + kernel, np.eye(npair)
omega, x, y = solve_rpa(gaps, kernel)
w = bare_v @ (x + y)
ec_plasmon = 0.5 * (omega.sum() - np.trace(a_mat))

# Ring coupled-cluster amplitudes by damped iteration, without using X and Y.
t = np.zeros((npair, npair))
for cycle in range(1000):
    new = -(kernel + kernel @ t + t @ kernel + t @ kernel @ t) / (
        gaps[:, None] + gaps[None, :])
    change = np.abs(new - t).max()
    t = 0.5 * (t + new)
    if change < 1e-13:
        break
assert change < 1e-12
assert np.abs(t - y @ np.linalg.inv(x)).max() < 1e-9
ec_ring = 0.5 * np.trace(kernel @ t)
ring_matrix = a_mat + kernel @ t
ring_energies = np.sort(np.linalg.eigvals(ring_matrix).real)
assert np.abs(ring_energies - omega).max() < 1e-8

# Screened interaction from its Dyson equation, on the imaginary axis.
nodes, weights = np.polynomial.legendre.leggauss(120)
freqs, steps = (1 + nodes) / (1 - nodes), 2 * weights / (1 - nodes)**2
midgap = 0.5 * (eps[homo] + eps[nocc])
test_points = [midgap, midgap + 0.5j]
sigma_dyson = [np.zeros((norb, norb), complex) for _ in test_points]
ec_integral = 0.0
for freq, step in zip(freqs, steps):
    chi0 = -2 * gaps / (gaps**2 + freq**2)
    dielectric = one - chi0[:, None] * kernel
    ec_integral += step / (2 * np.pi) * (np.linalg.slogdet(dielectric)[1]
                                         + chi0 @ np.diag(kernel))
    chi = np.linalg.solve(dielectric, np.diag(chi0))
    for k in range(norb):
        screened = bare_v[:, k] @ chi @ bare_v[:, k].T
        for index, z in enumerate(test_points):
            green = 1 / (z + 1j * freq - eps[k]) + 1 / (z - 1j * freq - eps[k])
            sigma_dyson[index] -= step / (2 * np.pi) * green * screened
assert abs(ec_ring - ec_plasmon) < 1e-9
assert abs(ec_integral - ec_plasmon) < 1e-7

# Unitary ring CC: t = tanh(theta).
tau, rot = np.linalg.eigh(t)
assert np.abs(tau).max() < 1
exp_theta = (rot * np.sqrt((1 + tau) / (1 - tau))) @ rot.T
exp_minus = (rot * np.sqrt((1 - tau) / (1 + tau))) @ rot.T
unitary_matrix = exp_theta @ (a_mat + kernel) @ exp_theta
assert np.abs(unitary_matrix - exp_minus @ np.diag(gaps) @ exp_minus).max() < 1e-8
# Left ground state of ring CC from its linear equation.
c_mat = a_mat + t @ kernel
z_left = solve_sylvester(c_mat.T, c_mat, -kernel)
assert np.abs(z_left - y @ x.T).max() < 1e-8

v_t = bare_v @ (one + t)
gw_args = (w, w, np.diag(omega))
unitary_args = (bare_v @ exp_theta, bare_v @ exp_theta, unitary_matrix)
left_args = (v_t, bare_v @ (one + (one + t) @ z_left), ring_matrix)
t_only_args = (v_t, bare_v, ring_matrix)
tda_args = (bare_v, bare_v, a_mat)
deviation = {'boson': 0.0, 'unitary': 0.0, 'left': 0.0, 't_only': 0.0}
for z, reference in zip(test_points, sigma_dyson):
    for name, args in (('boson', gw_args), ('unitary', unitary_args),
                       ('left', left_args), ('t_only', t_only_args)):
        error = np.abs(self_energy(z, eps, nocc, *args) - reference).max()
        deviation[name] = max(deviation[name], error)
    residue_form = self_energy(z, eps, nocc, w, bare_v @ np.linalg.inv(x).T,
                               np.diag(omega))
    assert np.abs(residue_form - self_energy(z, eps, nocc, *t_only_args)
                  ).max() < 1e-8
assert max(deviation[n] for n in ('boson', 'unitary', 'left')) < 1e-6
assert deviation['t_only'] > 1e-3
missing = (x + y).T - np.linalg.inv(x)
assert np.abs(missing - y.T @ (one + t)).max() < 1e-9


def homo_pole(args, hole_only=False):
    size = nocc if hole_only else norb
    left, right, boson = args
    left, right = left[:size, :size], right[:size, :size]

    def mismatch(freq):
        matrix = np.diag(eps[:size]) + self_energy(
            freq, eps[:size], nocc, left, right, boson)
        values, vectors = np.linalg.eig(matrix)
        return freq - values[np.argmax(np.abs(vectors[homo]))].real
    return brentq(mismatch, -0.9, 0.1, xtol=1e-12)


pole_gw = homo_pole(gw_args)
pole_super, weight = weighted_pole(supermatrix(eps, nocc, *gw_args), homo)
assert abs(pole_gw - pole_super) < 1e-8
pole_unitary = homo_pole(unitary_args)
assert abs(pole_unitary - pole_gw) < 1e-8
pole_t, pole_tda = homo_pole(t_only_args), homo_pole(tda_args)
pole_hole = homo_pole(gw_args, hole_only=True)
assert min(abs(p - pole_gw) for p in (pole_t, pole_tda, pole_hole)) > 1e-5
sigma_homo = self_energy(eps[homo], eps, nocc, *gw_args)[homo, homo]
ev = physical_constants['Hartree energy in eV'][0]

print('MODEL: 3 spinless orbitals, 2 bosons')
print('orbital energies (hartree):', model_eps)
print('bare pair gaps (hartree):', model_gaps)
print('kernel K (hartree):', np.round(model_k, 4).tolist())
print('RPA energies (hartree):', np.round(m_omega, 6))
print('ring amplitudes t:', np.round(m_t, 6).tolist())
print(f'boson ground-state energy (hartree): {boson_levels[0]:.8f}')
print(f'same from (sum Omega - Tr A)/2 (hartree): {model_ec:.8f}')
print(f'max error, commutators vs GW matrix (hartree): {err_commutator:.1e}')
print(f'max error, commutators vs T-only matrix (hartree): {err_similarity:.1e}')
print('tadpole terms without normal order (hartree):', np.round(tadpole, 5))
print(f'GW pole, full coupling (hartree): {gw_pole(1.0):.6f}')
print(f'exact electron-boson pole (hartree): {exact_pole(1.0):.6f}')
print(f'exact minus GW, coupling x 0.25 (hartree): {pole_gap[0.25]:.4e}')
print(f'exact minus GW, coupling x 0.125 (hartree): {pole_gap[0.125]:.4e}')
print(f'ratio of these differences: {gap_ratio:.3f}')
print('WATER: HF/6-31G* starting point')
print(f'O-H length (angstrom): {bond}; angle (degree): {angle}')
print(f'orbitals: {norb}; occupied: {nocc}; boson modes: {npair}')
print(f'dimension of GW supermatrix: {norb * (1 + npair)}')
print(f'HF total energy (hartree): {mf.e_tot:.6f}')
print(f'HOMO energy, HF (hartree): {eps[homo]:.6f}')
print(f'LUMO energy, HF (hartree): {eps[nocc]:.6f}')
print(f'lowest bare gap (hartree): {gaps.min():.6f}')
print(f'lowest RPA energy (hartree): {omega[0]:.6f}')
print(f'largest |eigenvalue| of t: {np.abs(tau).max():.6f}')
print(f'largest |theta|: {np.arctanh(np.abs(tau).max()):.6f}')
print(f'RPA correlation, plasmon sum (hartree): {ec_plasmon:.8f}')
print(f'RPA correlation, ring CC (hartree): {ec_ring:.8f}')
print(f'RPA correlation, frequency integral (hartree): {ec_integral:.8f}')
print('max self-energy deviation from Dyson route (hartree):')
print(f'  Bogoliubov bosons: {deviation["boson"]:.1e}')
print(f'  unitary ring CC: {deviation["unitary"]:.1e}')
print(f'  ring CC with left state: {deviation["left"]:.1e}')
print(f'  ring CC, T only: {deviation["t_only"]:.4f}')
print(f'GW self-energy of HOMO at HF energy (hartree): {sigma_homo:.6f}')
print(f'HOMO weight in GW pole: {weight:.4f}')
print('first ionization energy (hartree; eV):')
for label, pole in (('HF orbital energy', eps[homo]),
                    ('G0W0, full RPA', pole_gw),
                    ('EOM unitary ring CC', pole_unitary),
                    ('G0W0, Tamm-Dancoff screening', pole_tda),
                    ('EOM ring CC, T only', pole_t),
                    ('hole-only EOM, RPA bosons', pole_hole)):
    print(f'  {label}: {-pole:.6f}; {-pole * ev:.3f}')
print('finished without a failed check')
```

Printed output:

```
MODEL: 3 spinless orbitals, 2 bosons
orbital energies (hartree): [-0.9 -0.5  0.4]
bare pair gaps (hartree): [1.3 0.9]
kernel K (hartree): [[0.25, 0.07], [0.07, 0.29]]
RPA energies (hartree): [1.144439 1.536964]
ring amplitudes t: [[-0.080333, -0.021053], [-0.021053, -0.122642]]
boson ground-state energy (hartree): -0.02929828
same from (sum Omega - Tr A)/2 (hartree): -0.02929828
max error, commutators vs GW matrix (hartree): 2.2e-13
max error, commutators vs T-only matrix (hartree): 4.4e-16
tadpole terms without normal order (hartree): [-0.54906 -0.46006]
GW pole, full coupling (hartree): -0.442576
exact electron-boson pole (hartree): -0.430844
exact minus GW, coupling x 0.25 (hartree): 4.6183e-05
exact minus GW, coupling x 0.125 (hartree): 2.8875e-06
ratio of these differences: 15.994
WATER: HF/6-31G* starting point
O-H length (angstrom): 0.96; angle (degree): 104.5
orbitals: 18; occupied: 5; boson modes: 65
dimension of GW supermatrix: 1188
HF total energy (hartree): -76.009009
HOMO energy, HF (hartree): -0.497399
LUMO energy, HF (hartree): 0.214074
lowest bare gap (hartree): 0.711472
lowest RPA energy (hartree): 0.732756
largest |eigenvalue| of t: 0.193372
largest |theta|: 0.195837
RPA correlation, plasmon sum (hartree): -0.20584720
RPA correlation, ring CC (hartree): -0.20584720
RPA correlation, frequency integral (hartree): -0.20584720
max self-energy deviation from Dyson route (hartree):
  Bogoliubov bosons: 7.3e-16
  unitary ring CC: 8.9e-16
  ring CC with left state: 7.1e-16
  ring CC, T only: 0.0106
GW self-energy of HOMO at HF energy (hartree): 0.052902
HOMO weight in GW pole: 0.9509
first ionization energy (hartree; eV):
  HF orbital energy: 0.497399; 13.535
  G0W0, full RPA: 0.447713; 12.183
  EOM unitary ring CC: 0.447713; 12.183
  G0W0, Tamm-Dancoff screening: 0.430282; 11.709
  EOM ring CC, T only: 0.438115; 11.922
  hole-only EOM, RPA bosons: 0.400912; 10.909
finished without a failed check
```
